\section*{Low-frequency permittivity of an alumina–titania laminate with leaky titania}

\section{Problem}

A laminate of alumina and titania layers fills the space between two flat metal plates of area $A$ and separation $d$. The alumina layers have relative permittivity $\varepsilon_a=9$ and do not conduct. The titania layers have relative permittivity $\varepsilon_t$ and a small ohmic conductivity $\sigma>0$. The alumina layers together have thickness $d/2$, and so do the titania layers. From the measured small-signal capacitance $C$ one defines an apparent relative permittivity
\begin{equation}
\varepsilon'=\frac{C\,d}{\varepsilon_0 A},
\label{eq:def}
\end{equation}
as if the stack were one uniform insulator.

(a) To what value does $\varepsilon'$ tend at low frequency, and how does this value depend on $\varepsilon_t$? (b) Below what frequency is it reached? (c) What happens if the alumina conducts a little, or if the carriers in titania need a finite depth to screen the field?

For numbers, take five alumina layers of 8 nm enclosing four titania layers of 10 nm, so that each material has 40 nm and $d=80$ nm. Let $\varepsilon_t=40$ and $\sigma=10^{-5}$ S/cm $=10^{-3}$ S/m, with 2 V across the stack at 300 K.

Fields and currents are taken normal to the layers, and the response is taken as linear. Until part (c), the charge that collects at an interface is treated as a sheet of no thickness.

\section{First estimate by scaling}

In titania a field $E$ of angular frequency $\omega$ drives a conduction current of size $\sigma E$ and a displacement current of size $\omega\varepsilon_0\varepsilon_t E$. Conduction wins when
\begin{equation}
\omega\ll\frac{\sigma}{\varepsilon_0\varepsilon_t}.
\label{eq:cross}
\end{equation}
Charge then has time to move through each titania layer and collect at its faces, until the field inside is almost cancelled. The titania acts as a metal, and the voltage lies across the alumina alone. What remains is a capacitor of permittivity $\varepsilon_a$ and thickness $d/2$:
\begin{equation}
C\approx\frac{\varepsilon_0\varepsilon_a A}{d/2}
\quad\Rightarrow\quad
\varepsilon'\approx 2\varepsilon_a=18 .
\label{eq:est}
\end{equation}
The permittivity of titania has dropped out because a region without field stores no polarization. The factor 2 is geometrical: definition (\ref{eq:def}) divides by the full thickness, while half of it carries the voltage.

The size of the first correction can also be estimated. The current density is the same in both materials, so $\sigma E_t\sim\omega\varepsilon_0\varepsilon_a E_a$. Since the total thicknesses are equal, the voltage on titania relative to that on alumina is
\begin{equation}
\frac{E_t}{E_a}\sim\frac{\omega\varepsilon_0\varepsilon_a}{\sigma}.
\end{equation}
At 1 kHz this is $2\pi\times10^{3}\times8.854\times10^{-12}\times9/10^{-3}=5.0\times10^{-4}$. One expects a departure from the limit of about $18\times5.0\times10^{-4}=0.009$. The estimate does not say whether this departure appears in the capacitance or in the loss.

\section{Exact solution}

\subsection{The series formula}

Let all fields vary as $e^{+i\omega t}$. The total current density in titania, conduction plus displacement, is
\begin{equation}
J=(\sigma+i\omega\varepsilon_0\varepsilon_t)E_t
 =i\omega\varepsilon_0\,\varepsilon_t^{*}E_t,
\qquad
\varepsilon_t^{*}=\varepsilon_t-\frac{i\sigma}{\omega\varepsilon_0},
\label{eq:star}
\end{equation}
where $1/i=-i$ was used. In alumina $J=i\omega\varepsilon_0\varepsilon_aE_a$. Charge conservation together with Gauss's law makes $J$ the same at every depth, including the interfaces where charge collects. The voltage is the sum of field times thickness:
\begin{equation}
V=\frac d2E_a+\frac d2E_t
 =\frac{J}{i\omega\varepsilon_0}\,\frac d2
 \left(\frac1{\varepsilon_a}+\frac1{\varepsilon_t^{*}}\right).
\end{equation}
Only the total thicknesses enter, so the number and order of the layers do not matter in this model. A uniform filling of complex permittivity $\varepsilon_{\rm app}$ would give $V=Jd/(i\omega\varepsilon_0\varepsilon_{\rm app})$. Comparing the two,
\begin{equation}
\frac1{\varepsilon_{\rm app}}=\frac12\left(\frac1{\varepsilon_a}+\frac1{\varepsilon_t^{*}}\right)
\quad\Rightarrow\quad
\varepsilon_{\rm app}=\frac{2\varepsilon_a\varepsilon_t^{*}}{\varepsilon_a+\varepsilon_t^{*}} .
\label{eq:series}
\end{equation}
We write $\varepsilon_{\rm app}=\varepsilon'-i\varepsilon''$. The real part is the quantity in (\ref{eq:def}) when $C$ is read as a capacitance in parallel with a conductance, and $\varepsilon''$ measures the loss. A series reading gives $(\varepsilon'^2+\varepsilon''^2)/\varepsilon'$ instead, which differs from $\varepsilon'$ wherever the loss is appreciable. As $\omega\to0$ at fixed $\varepsilon_t$, $|\varepsilon_t^{*}|\to\infty$, the term $1/\varepsilon_t^{*}$ vanishes, and $\varepsilon_{\rm app}\to2\varepsilon_a=18$. This answers (a): the limit does not depend on $\varepsilon_t$.

\subsection{The approach to the limit}

Let $S=\varepsilon_a+\varepsilon_t$ and $s=\sigma/(\omega\varepsilon_0)$, so that $\varepsilon_t^{*}=(S-is)-\varepsilon_a$. Then (\ref{eq:series}) becomes
\begin{equation}
\varepsilon_{\rm app}=2\varepsilon_a\,\frac{(S-is)-\varepsilon_a}{S-is}
=2\varepsilon_a-\frac{2\varepsilon_a^2}{S-is}.
\label{eq:split}
\end{equation}
Define the relaxation time and the relaxation step
\begin{equation}
\tau=\frac{\varepsilon_0(\varepsilon_a+\varepsilon_t)}{\sigma},
\qquad
\Delta=\frac{2\varepsilon_a^2}{\varepsilon_a+\varepsilon_t}.
\label{eq:tau}
\end{equation}
Since $\omega\tau=S/s$, we have $S-is=-is(1+i\omega\tau)$, and therefore
\begin{equation}
\frac1{S-is}=\frac{i}{s(1+i\omega\tau)}=\frac1S\,\frac{i\omega\tau}{1+i\omega\tau}.
\end{equation}
Inserting this in (\ref{eq:split}) and multiplying numerator and denominator by $1-i\omega\tau$ gives
\begin{align}
\varepsilon_{\rm app}&=2\varepsilon_a-\Delta\,\frac{i\omega\tau}{1+i\omega\tau},\\
\varepsilon'&=2\varepsilon_a-\Delta\,\frac{(\omega\tau)^2}{1+(\omega\tau)^2},
\qquad
\varepsilon''=\Delta\,\frac{\omega\tau}{1+(\omega\tau)^2}.
\label{eq:debye}
\end{align}
This is a Debye relaxation, although neither material has one by itself. At high frequency the charge cannot follow, and $\varepsilon'$ falls to the value for two insulators in series,
\begin{equation}
\varepsilon_\infty=2\varepsilon_a-\Delta=\frac{2\varepsilon_a\varepsilon_t}{\varepsilon_a+\varepsilon_t}.
\end{equation}

For the example, $\varepsilon_\infty=2\times9\times40/49=14.69$ and $\Delta=2\times81/49=3.31$. The relaxation time is $\tau=8.854\times10^{-12}\times49/10^{-3}$ s $=0.434\ \mu$s, which gives a relaxation frequency $1/(2\pi\tau)=367$ kHz. The spectrum is

\begin{center}
\begin{tabular}{rcc}
frequency & $\varepsilon'$ & $\varepsilon''$\\
1 kHz & 18.000 & 0.009\\
100 kHz & 17.771 & 0.839\\
367 kHz & 16.347 & 1.653\\
1 MHz & 15.086 & 1.069\\
100 MHz & 14.694 & 0.012
\end{tabular}
\end{center}

These values were found by solving current continuity for the potentials at 2 nm spacing through the nine-layer stack. For $\varepsilon_t=40$, 400 and 4000, at 15 frequencies from 100 Hz to 1 GHz, such solutions agree with (\ref{eq:debye}) to within $10^{-5}$. So do those for a stack of just two 40 nm layers.

\subsection{However large the permittivity of titania}

A larger $\varepsilon_t$ lengthens $\tau$, so one might fear that the limit recedes to ever lower frequency. But $\Delta$ shrinks in the same proportion, and the product
\begin{equation}
\Delta\,\omega\tau=\frac{2\varepsilon_a^2\,\omega\varepsilon_0}{\sigma}
\label{eq:product}
\end{equation}
is free of $\varepsilon_t$. With $x=\omega\tau$, the shortfall from the limit is
\begin{equation}
2\varepsilon_a-\varepsilon'=\frac{\varepsilon_a^2\,\omega\varepsilon_0}{\sigma}\,\frac{2x}{1+x^2}
\le\frac{\varepsilon_a^2\,\omega\varepsilon_0}{\sigma},
\label{eq:bound}
\end{equation}
because $(1-x)^2\ge0$ means $2x\le1+x^2$. Divided by $2\varepsilon_a$, the bound is $\varepsilon_a\omega\varepsilon_0/(2\sigma)$. This answers (b): $\varepsilon'$ is close to its limit when $\omega\ll2\sigma/(\varepsilon_0\varepsilon_a)$, a condition that serves for all $\varepsilon_t$ at fixed $\sigma$. In the example this frequency is 4 MHz; the shortfall is at most 10\% at 400 kHz and at most 1\% at 40 kHz. At 1 kHz the right-hand side of (\ref{eq:bound}) is 0.0045, or 0.025\% of the limit. The bound is attained at $x=1$, which at this frequency requires $\varepsilon_t\approx1.8\times10^4$.

With $\sigma$ held fixed, the three cases compare as follows:

\begin{center}
\begin{tabular}{rccc}
$\varepsilon_t$ & $\varepsilon_\infty$ & $1/(2\pi\tau)$ & $\varepsilon'$ at 1 kHz\\
40 & 14.694 & 367 kHz & 18.0000\\
400 & 17.604 & 44 kHz & 17.9998\\
4000 & 17.960 & 4.5 kHz & 17.9981
\end{tabular}
\end{center}

The column for $\varepsilon_\infty$ shows a second route to the same number. If $\varepsilon_t\to\infty$, even insulating titania takes no share of the voltage, and $\varepsilon_\infty\to2\varepsilon_a$. Conduction and a huge permittivity both remove the field from titania, and neither can do more than that.

\subsection{The same result in time}

Apply a constant voltage $V$ at $t=0$. All layers of one material have the same field, and $E_a+E_t=2V/d$ stays constant, so $\dot E_a=-\dot E_t$. Equality of the total currents gives
\begin{equation}
\varepsilon_0\varepsilon_a\dot E_a=\varepsilon_0\varepsilon_t\dot E_t+\sigma E_t
\quad\Rightarrow\quad
\dot E_t=-\frac{E_t}{\tau}.
\end{equation}
Just after the step no charge has collected, so $\varepsilon_aE_a=\varepsilon_tE_t$. With the fixed sum of fields this gives $E_t(0)=(2V/d)\,\varepsilon_a/(\varepsilon_a+\varepsilon_t)$. The charge per area on the plate next to alumina is $q=\varepsilon_0\varepsilon_aE_a$, hence
\begin{equation}
\frac{q\,d}{\varepsilon_0V}=2\varepsilon_a\left(1-\frac{\varepsilon_a}{\varepsilon_a+\varepsilon_t}e^{-t/\tau}\right)
=2\varepsilon_a-\Delta\,e^{-t/\tau}.
\end{equation}
At $t=\tau$ this is $18-3.306\times0.368=16.78$. Charge flows onto the plates until the titania field is gone, and the final value is again 18.

\section{Comparison of estimate and solution}

The scaling argument gives the correct limit, $2\varepsilon_a$, including its factor. Its crossover frequency is slightly too high. Equation (\ref{eq:cross}) contains $\varepsilon_t$ where the exact time (\ref{eq:tau}) contains $\varepsilon_a+\varepsilon_t$, because the collected charge sends field into the alumina as well as into the titania. The estimate is $366.8\times49/40\approx449$ kHz, which is 22.5\% above the exact 366.8 kHz. The relative difference is $\varepsilon_a/\varepsilon_t$ and vanishes for large $\varepsilon_t$.

The estimated departure of 0.009 at 1 kHz is also correct in size, and the exact solution shows where it appears. For $\omega\tau\ll1$, equations (\ref{eq:debye}) and (\ref{eq:product}) give $\varepsilon''\approx2\varepsilon_a^2\omega\varepsilon_0/\sigma=0.009$, while the shortfall of $\varepsilon'$ is smaller by a further factor $\omega\tau$ and amounts to about $2\times10^{-5}$. The small field left in titania is in phase with the current, and so a quarter period away from the field in alumina. To first order it dissipates energy without changing the capacitance.

\section{When the limit fails}

\subsection{Conducting alumina}

Let alumina have conductivity $\sigma_a=r\sigma$. For each material
\begin{equation}
\frac1{\varepsilon_k^{*}}=\frac{i\omega\varepsilon_0}{\sigma_k+i\omega\varepsilon_0\varepsilon_k}
\approx\frac{i\omega\varepsilon_0}{\sigma_k}\left(1-\frac{i\omega\varepsilon_0\varepsilon_k}{\sigma_k}\right)
\end{equation}
at the lowest frequencies. With $R=1/\sigma_a+1/\sigma$ and $Q=\varepsilon_a/\sigma_a^2+\varepsilon_t/\sigma^2$, the series formula gives
\begin{equation}
\varepsilon_{\rm app}\approx\frac{2}{i\omega\varepsilon_0R\,(1-i\omega\varepsilon_0Q/R)}
\approx\frac{2}{i\omega\varepsilon_0R}+\frac{2Q}{R^2}.
\end{equation}
The first term is the loss due to direct current. The second is the static permittivity,
\begin{equation}
\varepsilon'(0)=\frac{2Q}{R^2}=\frac{2(\varepsilon_a+r^2\varepsilon_t)}{(1+r)^2}.
\label{eq:leak}
\end{equation}
It exceeds $2\varepsilon_a$ if $r^2\varepsilon_t>\varepsilon_a(2r+r^2)$, that is, for $\varepsilon_t>\varepsilon_a$, if $r>2\varepsilon_a/(\varepsilon_t-\varepsilon_a)$. In the example this means $r>18/31=0.58$, where the stack is mostly a resistor, with a loss tangent of about 700 at 1 kHz. At fixed $r>0$ the static value grows with $\varepsilon_t$, so the independence from $\varepsilon_t$ rests on the alumina being insulating.

A good alumina film with, roughly, $\sigma_a=10^{-15}$ S/cm has $r=10^{-10}$. The expansion above then needs frequencies well below $\sigma_a/(2\pi\varepsilon_0\varepsilon_a)=2\times10^{-4}$ Hz. But the series formula has its only relaxation at $\omega=(\sigma+\sigma_a)/[\varepsilon_0(\varepsilon_a+\varepsilon_t)]$, so (\ref{eq:leak}) holds at all frequencies well below that one. At 1 Hz the apparent permittivity is still 18.00, with a loss tangent $\varepsilon''/\varepsilon'$ of $2\times10^{-4}$.

\subsection{Finite screening depth}

The charge at the faces of titania occupies some depth. Suppose it sits in defect levels of density $N$, half filled on average, at local potential $\phi$. Their filling is $f=1/(1+e^{-e\phi/kT})\approx\frac12+e\phi/4kT$. The charge density is $-eN(f-\frac12)$, and Poisson's equation becomes
\begin{equation}
\phi''=\frac{\phi}{L^2},\qquad L^2=\frac{\varepsilon_0\varepsilon_t kT}{e^2N/4}.
\end{equation}
In a layer of thickness $t_l$ that no charge enters or leaves, the solution is odd about the centre, $\phi=-a\sinh(z/L)$, with field $-\phi'=(a/L)\cosh(z/L)$. At the faces $z=\pm t_l/2$ the field must equal $\varepsilon_aE_a/\varepsilon_t$, which fixes $a$. The voltage across the layer is
\begin{equation}
2a\sinh\frac{t_l}{2L}=\frac{\varepsilon_aE_a}{\varepsilon_t}\,2L\tanh\frac{t_l}{2L}.
\end{equation}
Each layer thus acts as an insulator of thickness $2L\tanh(t_l/2L)$, which is less than $t_l$. The static permittivity therefore lies between $\varepsilon_\infty$ and 18, and still tends to 18 for large $\varepsilon_t$.

With $N=4\times10^{20}$ cm$^{-3}$, $L=0.756$ nm and the hyperbolic tangent is practically 1. Adding thickness over permittivity for both materials,
\begin{equation}
\varepsilon'=\frac{80}{40/9+4\times2\times0.756/40}=\frac{80}{4.444+0.151}=17.4 ,
\end{equation}
which is 3.3\% below 18. The relaxation changes too: when the carriers diffuse as well as drift, the loss peak moves from 367 kHz to roughly 0.4 MHz and falls from 1.65 to about 1.3. Solving the nonlinear equation with the plate charge that the ideal limit would store at 2 V gives the same 17.4. The value is still only an estimate, for two reasons. First, $L$ is shorter than the mean distance between levels, $N^{-1/3}=1.4$ nm, so the charge is not truly continuous. Placing the levels on discrete planes about 1.4 nm apart shifts the result by several tenths, according to how far the outermost planes lie from the faces: about $+0.3$ with planes on both faces, $-0.2$ with half a spacing left at each face, and $-0.7$ with a full spacing. Second, all levels were given the same energy. A Gaussian spread with a standard deviation of 0.1 eV leaves fewer levels able to change their filling, and lowers the continuum result to 17.1. With a thousand times fewer levels, all again at one energy, $L=23.9$ nm exceeds the layer thickness, and the result is 14.7, close to $\varepsilon_\infty$. An ohmic conductivity is therefore not sufficient: the layers must also hold enough movable charge.

\section{Reading the numbers for a real stack}

The example is a simple model of an alumina--titania nanolaminate capacitor with layers thick enough to block tunnelling. Its material parameters are rough, and the conductivity and defect density of titania vary widely with oxygen content. The ideal limit corresponds to $18\varepsilon_0/d=0.199\ \mu$F/cm$^2$. Of the neglected effects sized here, finite screening changes this most, by the 3.3\% found above for levels of a single energy, and by more if their energies are spread. The low-frequency field in alumina, $2\ {\rm V}/40\ {\rm nm}=0.5$ MV/cm, is well below a rough breakdown field of 6 MV/cm. For a 2 eV barrier and a mass of 0.3 electron masses, tunnelling through 8 nm of alumina carries a factor $e^{-60}$. Let all electrons of a neighbouring titania layer, $(N/2)\times10$ nm $=2\times10^{14}$ cm$^{-2}$ for the larger $N$ above, try to cross at a generous rate of $10^{13}$ s$^{-1}$. With the less rounded exponent 60.2 this gives about $2\times10^{-18}$ A/cm$^2$, against $5\times10^{-10}$ A/cm$^2$ of ohmic leakage. The exponent is nearly proportional to thickness at fixed field, so for alumina near 1 nm it would be only about 8, and the layers could no longer be assumed insulating. Cooling slows the relaxation: with a rough activation energy of 0.3 eV for $\sigma$, the relaxation frequency at 233 K is 13 kHz, and $\varepsilon'$ at 1 kHz, without the screening correction, is 17.98. The numerical output below lists the main values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alumina, titania total (nm): 40.0 40.0
alumina, titania layer (nm): 8.0 10.0
permittivity alumina, titania: 9.0 40.0
titania conductivity (S/cm): 1.0e-05
high-frequency apparent permittivity: 14.694
relaxation step: 3.306
relaxation time (us): 0.434
relaxation frequency (kHz): 366.8
at 1.0 kHz: real 17.99998, loss 0.00901
at 100.0 kHz: real 17.77131, loss 0.83891
at 366.8 kHz: real 16.34694, loss 1.65306
at 1000.0 kHz: real 15.08601, loss 1.06896
at 100000.0 kHz: real 14.69392, loss 0.01213
titania 40: high-f 14.694, relax 366.84 kHz, at 1 kHz 17.99998
titania 400: high-f 17.604, relax 43.95 kHz, at 1 kHz 17.99980
titania 4000: high-f 17.960, relax 4.48 kHz, at 1 kHz 17.99809
bound on shortfall at 1 kHz: 0.00451
largest shortfall in scan: 0.00451, at titania permittivity 17783
after voltage step, t/tau = 0, 1, 3, 20: 14.6939 16.7837 17.8354 18.0000
conductivity ratio needed to exceed 18: 0.581
low-frequency capacitance (uF/cm2): 0.1992
alumina field at 2 V (MV/cm): 0.500
rough breakdown field (MV/cm): 6.0
defect levels (cm-3): 4.0e+20
temperature (K): 300
screening length (nm): 0.756
permittivity with screening, formula: 17.408
same, nonlinear, charge of 2 V: 17.407
shortfall from screening (%): 3.29
share of layer's electrons displaced (%): 1.24
scarce levels (cm-3): 4.0e+17, screening length 23.9 nm
permittivity with scarce levels: 14.733
alumina conductivity (S/cm): 1.0e-15
with it at 1 Hz: real 18.0000, loss tangent 2.00e-04
tunnel barrier (eV), mass (m_e): 2.0, 0.3
tunnel attempt rate (1/s): 1e+13
tunnelling exponent: 60.2
tunnel current estimate (A/cm2): 2.3e-18
ohmic alumina leakage (A/cm2): 5.0e-10
activation energy (eV), cold temperature (K): 0.3, 233
cold relaxation frequency (kHz): 13.04
cold permittivity at 1 kHz: 17.9807
\end{verbatim}
